Secondary X-ray fluorescence enhancement in a uniform two-element film

When a film contains two elements A and B, and a characteristic line of B has enough energy to ionise the K shell of A, the signal of A has two parts. The primary part P comes from atoms ionised by the incident beam, the secondary part S from atoms ionised by radiation of B. For a uniform, laterally wide film of thickness t their ratio is

R = S/P = [K/(2μB)] {F(α) + F(γ) − e^(−στ)[F(−α) + F(−γ)]} / (1 − e^(−στ)),   (1)

K = gB κB(E0) κA(EB)/κA(E0),

F(p) = (1/p)[(1 − e^(−pτ))E1(τ) + Ein((1+p)τ) − Ein(τ)].

The two special functions are E1(x) = ∫ₓ^∞ e^(−u)/u du and Ein(x) = ∫₀^x (1 − e^(−u))/u du.

Here μ0, μB and μA are the linear attenuation coefficients of the film at the beam energy E0, at the line energy EB of B and at the detected line of A. The beam makes an angle ψ1 with the surface, and the detected radiation leaves at an angle ψ2 to it. The remaining symbols are

a = μ0/sin ψ1,   c = μA/sin ψ2,

α = a/μB,   γ = c/μB,   σ = α + γ,   τ = μB t.

The coefficient κX(E) is the number of K ionisations of element X per photon of energy E and per unit path in the film. It contains the concentration of X. The factor gB is the K fluorescence yield of B times the fraction of its K emission that goes into the line considered.

The beam is parallel and monochromatic, with E0 above both K edges. The line of B lies above the K edge of A, while the K lines of A lie below the K edge of B. Since an element's K lines cannot ionise its own K shell, the chain of K ionisations ends after the one transfer from B to A. Emission is taken as isotropic, and a scattered photon is counted as lost.

**The two signals.** Let N0 photons fall on unit area of the film surface, and let z be the depth. The path to depth z is z/sin ψ1, so the surviving number is N0 e^(−az). In crossing a layer dz these photons travel dz/sin ψ1. The number of primary K ionisations of A per unit volume is therefore

N0 κA(E0) e^(−az)/sin ψ1.

A photon of A's line escapes towards the detector with probability e^(−cz). Let D contain the detector's solid-angle fraction and efficiency, and let gA be the yield and line fraction of A. Then

P = D gA N0 [κA(E0)/sin ψ1] G,

G = ∫₀^t e^(−(a+c)z) dz = (1 − e^(−(a+c)t))/(a + c).

The same beam makes B emit, per unit volume at depth z′,

q(z′) = N0 gB κB(E0) e^(−az′)/sin ψ1

photons of energy EB. To find how these ionise A at depth z, consider a plane that emits one photon per unit area isotropically, at distance s = |z − z′|. A source element at lateral distance r is at distance ℓ = √(r² + s²) and contributes the fluence e^(−μBℓ)/(4πℓ²). At fixed s, r dr = ℓ dℓ, so the total is

∫₀^∞ 2πr e^(−μBℓ)/(4πℓ²) dr = ½ ∫ₛ^∞ e^(−μBℓ)/ℓ dℓ = ½E1(μB s).

The quantity needed is fluence, which is photon path length per unit volume, because κA counts ionisations per unit path. An oblique photon travels farther in a layer than a perpendicular one and counts for more.

Multiplying by κA(EB), by the escape probability and by D gA, and integrating over both depths, gives

S = D gA N0 [gB κB(E0) κA(EB)/(2 sin ψ1)] J,

J = ∫₀^t dz ∫₀^t dz′ e^(−az′) E1(μB|z − z′|) e^(−cz).

In the quotient the factors D, gA, N0 and 1/sin ψ1 cancel, leaving

R = K J/(2G).   (2)

The concentration of A cancels in κA(EB)/κA(E0), but still acts through the attenuation coefficients. As A becomes dilute its secondary signal goes to zero, yet R tends to a finite value: the relative correction does not disappear for a trace of A in B. If B has several lines above the edge of A, their secondary signals add over the same P, so their values of R add.

**Doing the double integral.** Set x = μB z′ and y = μB z. Then J = j/μB², with

j = ∫₀^τ dx ∫₀^τ dy e^(−αx−γy) E1(|x − y|).

In the half of the square with y > x, put y = x + s. The exponent becomes −σx − γs, and x runs from 0 to τ − s. The integral over x is (1 − e^(−σ(τ−s)))/σ, so this half gives

j₁ = (1/σ) ∫₀^τ E1(s)[e^(−γs) − e^(−στ) e^((σ−γ)s)] ds.

Since σ − γ = α, the definition

F(p) = ∫₀^τ E1(s) e^(−ps) ds

turns this into

j₁ = [F(γ) − e^(−στ)F(−α)]/σ.

In the other half, x = y + s and the exponent is −σy − αs. The same steps with α and γ exchanged give

j₂ = [F(α) − e^(−στ)F(−γ)]/σ.

Because a + c = μBσ, the primary integral is G = (1 − e^(−στ))/(μBσ). Dividing J = (j₁ + j₂)/μB² by G cancels σ and one power of μB. Equation (2) then becomes the first line of (1).

It remains to evaluate F. Integrate by parts, taking (1 − e^(−ps))/p as the antiderivative of e^(−ps). It vanishes at s = 0 in proportion to s, while E1 grows only logarithmically, so the lower boundary term is zero. With dE1/ds = −e^(−s)/s,

F(p) = (1 − e^(−pτ))E1(τ)/p + (1/p) ∫₀^τ [e^(−s) − e^(−(1+p)s)]/s ds.

Write the bracket as [1 − e^(−(1+p)s)] − [1 − e^(−s)]. Each part is now finite when divided by s, and the substitution u = (1+p)s in the first gives Ein((1+p)τ). The second gives Ein(τ). This is the F stated in (1).

The arguments −α and −γ can make 1 + p zero or negative. Nothing singular happens, because (1 − e^(−u))/u is smooth through u = 0. For numerical work one needs the link between Ein and E1. For x > 0 their derivatives are (1 − e^(−x))/x and −e^(−x)/x, so Ein(x) − E1(x) − ln x is constant. Integration by parts gives

E1(x) = −e^(−x) ln x + ∫ₓ^∞ e^(−u) ln u du.

As x → 0 the integral tends to −γE, where γE = 0.5772 is Euler's constant. Hence

Ein(x) = γE + ln x + E1(x),   x > 0.

For negative x, and for x near zero, the series Ein(x) = x − x²/4 + x³/18 − … serves; it converges for every x. When p itself tends to zero, F has the limit

F(0) = τE1(τ) + 1 − e^(−τ),

since (1 − e^(−pτ))/p → τ and the difference of the two Ein terms, divided by p, tends to τ dEin/dτ.

Direct nested quadrature of j for (α, γ, τ) = (0.5, 1.0, 0.8), (2.5, 0.3, 2.0) and (0.6, 1.4, 0.1) agrees with the closed form to a relative error of at most 7.7 × 10⁻¹³. The first set contains the case p = −1.

**Thick film.** Let τ → ∞ with α and γ positive. For p > 0 the E1 terms vanish and Ein((1+p)τ) − Ein(τ) tends to ln(1+p), so F(p) → ln(1+p)/p. The terms with negative arguments need a bound, because F(−α) may grow. In its integral e^(αs) ≤ e^(ατ), and ∫₀^τ E1(s) ds is below 1, so

e^(−στ)F(−α) ≤ e^(−στ+ατ) = e^(−γτ) → 0.

The other term is bounded by e^(−ατ) in the same way. Therefore

R∞ = [K/(2μB)] [ln(1+α)/α + ln(1+γ)/γ].   (3)

The first term comes from F(α), hence from sources deeper than the atoms they ionise. The second comes from sources nearer the surface. Each function ln(1+p)/p falls as p rises. With the incidence angle fixed, a smaller take-off angle raises γ and lowers R∞: the detector then sees A atoms nearer the surface, which have fewer B atoms above them.

**Thin film.** Let τ ≪ 1, with ατ = at and γτ = ct also small, which excludes grazing angles. The relation between E1 and Ein gives

E1(s) = −γE − ln s + s + O(s²).

For any function f of the separation, ∫₀^τ∫₀^τ f(|x−y|) dx dy = 2∫₀^τ (τ − s)f(s) ds. With f = ln s this is

2[τ(τ ln τ − τ) − (½τ² ln τ − ¼τ²)] = τ²(ln τ − 3/2),

and with f = s it is τ³/3. Without the attenuation factors, the double integral is therefore

j₀ = τ²[3/2 − γE − ln τ + τ/3 + …].

The factor e^(−αx−γy) is 1 − αx − γy to first order. Reflecting both depths about mid-film, x → τ − x and y → τ − y, leaves |x − y| unchanged, so the weighted means of x and y are both τ/2. Hence j = j₀(1 − στ/2 + …). The primary integral is μBG = τ(1 − στ/2 + …), with the same first-order factor. The factors cancel in the quotient, leaving

R = (Kt/2)[3/2 − γE − ln τ + τ/3 + O(τ² ln τ)].   (4)

Neither angle appears at this order. The angles enter with the next logarithmic term in the bracket, αγτ² ln τ/12 = (at)(ct) ln τ/12. It is negligible beside τ/3 when α and γ are of order one, but can exceed τ/3 when they are large, even with at and ct small. The enhancement vanishes with thickness, but more slowly than t, because of −ln τ.

The logarithm has a geometrical origin. Let u be the cosine of the emission angle to the film normal; isotropic emission is uniform in u. A photon starting at mid-film has a path t/(2|u|) to the surface, and for |u| well above τ its chance of being absorbed is about τ/(2|u|). Integrating 1/|u| down to |u| of order τ, where absorption becomes likely, produces ln(1/τ). Photons travelling close to the film plane thus carry a share of the enhancement far above their share of solid angle.

**Ion excitation.** The same kernel applies when a beam of ions ionises the film, provided the ions lose so little energy in it that their K-ionisation cross sections σ_A and σ_B stay constant. With number densities n_A and n_B, the ratio κB(E0)/κA(E0) is replaced by n_Bσ_B/(n_Aσ_A), so that

K_ion = gB κA(EB) n_Bσ_B/(n_Aσ_A).

The ionisation density no longer falls with depth, so a = 0, α = 0 and F(±α) becomes F(0). Equation (4) keeps its form with K_ion in place of K. In a thick target the ions slow down, and the depth profile of ionisation must be put into J and G explicitly.

**A nickel–iron film.** Take a 1 µm film of 80% Ni and 20% Fe by mass, density 8.7 g/cm³, on silicon. The beam energy is 17.4 keV, close to Mo Kα, and both angles are 45°. Ni is the enhancer B and Fe the analyte A. Rough mass attenuation coefficients, in cm²/g for Fe and Ni respectively, are 38 and 47 at the beam energy, 71 and 91 at Fe Kα, and 360 and 60 at Ni Kα. The large value of 360 shows that Ni Kα lies above the Fe K edge. At Ni Kα the film has

μB = 8.7 × (0.2 × 360 + 0.8 × 60) = 1044 cm⁻¹ = 0.1044 µm⁻¹,

a range 1/μB of 9.58 µm. The same sum gives μ0 = 0.03932 µm⁻¹ and μA = 0.07569 µm⁻¹. Division by sin 45° gives a = 0.05561 µm⁻¹ and c = 0.10704 µm⁻¹, hence α = 0.5327, γ = 1.0253 and τ = 0.1044.

The K shell is given 0.87 of the attenuation of each element above its K edge. The Ni K yield is 0.41, of which 0.88 goes into Kα. In κFe(EB)/κFe(E0) the K share and concentration cancel, and

K = 0.41 × 0.88 × (8.7 × 0.8 × 47 × 0.87 × 10⁻⁴ µm⁻¹) × 360/38 = 0.0973 µm⁻¹.

The four integrals are F(α) = 0.278967, F(γ) = 0.273221, F(−α) = 0.292037 and F(−γ) = 0.298393, with e^(−στ) = 0.849885. Then

J/(2G) = [0.552188 − 0.849885 × 0.590430]/(0.150115 × 2 × 0.1044 µm⁻¹) = 1.608 µm,

R(Kα) = 0.0973 × 1.608 = 0.156.

The digits carried in F are needed because the numerator is a difference of nearly equal numbers; they do not express the accuracy of the inputs. Ni Kβ, with the remaining 0.12 of the emission and coefficients of 280 and 46 cm²/g, adds 1.79%. The total enhancement is 17.4% of the primary Fe signal.

A simulation of two million photons, following the beam, the Ni Kα photons and the Fe ionisations, gives R(Kα) = 15.607 ± 0.025%, against 15.64% from (1). The difference is 1.3 standard errors. In this simulation 50.4% of the secondary signal comes from Ni photons emitted within 10° of the film plane, a band holding 17.4% of the solid angle.

With everything else fixed, the total R is 2.97% at 0.1 µm, 17.4% at 1 µm and 63.0% at 10 µm; the thick limit is 78.3%. The first tenfold increase in thickness multiplies R by 5.9, not ten, as the logarithm in (4) requires. Equation (4) gives 2.97%, 17.4% and 67.0% at these thicknesses. At 10 µm τ is about one for Ni Kα, outside the regime of the expansion.

Changing the take-off angle from 45° to 20°, with incidence kept at 45°, changes the Kα enhancement by −0.05% of itself at 1 µm and by −10% of itself in the thick limit. This change of take-off angle is therefore of no use for revealing the enhancement in the 1 µm film through a change in R. At grazing take-off, where ct is no longer small, R does depend on the angle.

If the enhancement is ignored, the Fe/Ni signal ratio is too high by the factor 1.174. With the absorption factors held at their true values, the inferred mass ratio is 1.174 × 0.20/0.80 = 0.2935. The apparent Fe fraction is 0.2935/1.2935 = 22.7%, instead of 20%. A reference film of the same composition and thickness, measured at the same beam energy and angles, carries the same factor 1 + R, which then cancels.

The composition is that of permalloy, and a thickness near 1 µm is within the range used for magnetic films. The coefficients are rough typical values, so the enhancement should be read as about 17%. Raising the Fe coefficient at Ni Kα by 10% raises the Kα enhancement by 8.1% of itself: K rises by 10%, but μB rises by 6% and lowers the logarithm. A patterned device breaks the assumption of a wide film. In the 1 µm film 46.5% of the Kα secondary signal arises within 1 µm laterally of the emitting Ni atom, and 93.7% within 10 µm. In an isolated disc of 1 µm radius, an emitter on the axis keeps that 46.5%. Emitters off the axis keep less, because the density of ionisations falls with lateral distance. The Kα enhancement is then below 0.465 × 15.6% = 7.3%. In a continuous film a narrow beam does not by itself reduce R, provided the detector accepts the whole region in which secondary Fe radiation arises.

The largest of the omitted effects estimated here is scattering of the beam by the silicon. Let μs be the scattering part of silicon's attenuation coefficient μSi. If scattering is isotropic and happens once, and attenuation in the film is neglected, the half-space integral used for (3) gives a scattered fluence at the film, relative to the direct fluence N0/sin ψ1, of

½(μs/μSi) sin ψ1 ln(1 + 1/sin ψ1).

With rough values of 0.6 and 6.5 cm²/g for scattering and total attenuation this is 2.9%, about one sixth of the enhancement. This figure is a high estimate. Free-atom scattering functions put the scattering of silicon at this energy nearer 0.42 cm²/g, which gives 2.0%, and about two thirds of that is coherent scattering, which is directed mostly forward rather than back towards the film. The value holds for silicon much thicker than its attenuation length, about 0.66 mm at this energy; a thinner wafer scatters less. To the extent that the scattered photons keep the beam energy, they raise the Fe and Ni ionisation in the same proportion and drop out of the Fe/Ni ratio. They do not drop out of an absolute Fe measurement.

The other estimates are smaller. Single scattering inside the film, taken as isotropic with a rough coefficient of 1.2 cm²/g, adds about 0.22% of the primary Fe signal. For ionisation of Fe by photoelectrons, a simple Bethe estimate gives 0.18% of the primary ionisation, if all the electrons stop in the film. That form tends to be too high close to the K threshold, so the figure is only an order of magnitude. Ni Kα scattered back once by the silicon, taken as isotropic, would add 0.36% of the Kα enhancement itself if attenuation in the film were neglected; that attenuation makes the true share smaller. For a beam with a broad spectrum, S and P must each be integrated over E0 before their ratio is taken, because K and α both depend on the beam energy. The full set of values is in the numerical output below.

Computed values

```
Rough inputs: density 8.7 g/cm3, mass fractions Fe 0.2, Ni 0.8
Beam 17.4 keV; K edges Fe 7.11, Ni 8.33 keV
Attenuation at E0: Fe 38.0, Ni 47.0 cm2/g
Attenuation at FeKa: Fe 71.0, Ni 91.0 cm2/g
Attenuation at NiKa: Fe 360.0, Ni 60.0 cm2/g
Attenuation at NiKb: Fe 280.0, Ni 46.0 cm2/g
K share 0.87, Ni K yield 0.41, line parts {'NiKa': 0.88, 'NiKb': 0.12}
Angles in/out 45/45 deg, thickness 1.0 um
Film attenuation at E0 0.03932, Fe Ka 0.07569 1/um
a = 0.05561 1/um, c = 0.10704 1/um
NiKa: muB 0.10440 1/um, K 0.09728 1/um, range 1/muB 9.58 um
NiKb: muB 0.08074 1/um, K 0.01032 1/um, range 1/muB 12.39 um
NiKa: alpha 0.5327, gamma 1.0253, tau 0.10440
F(alpha) 0.278967, F(gamma) 0.273221
F(-alpha) 0.292037, F(-gamma) 0.298393
exp(-sigma tau) 0.849885
J/(2G) 1.60767 um
R at 1.0 um: Ka 15.64 %, Kb 1.79 %, total 17.43 %
Simulation, Ka: 15.607 +/- 0.025 %
t  0.1 um: total R 2.97 %, thin formula 2.97 %
t  1.0 um: total R 17.43 %, thin formula 17.44 %
t 10.0 um: total R 62.99 %, thin formula 66.97 %
Thick limit: total R 78.34 %
Exit 45 to 20 deg, relative change of Ka R: 1 um -0.049 %, thick -10.17 %
Ka share emitted within 10 deg of plane 50.4 % (solid-angle share 17.4 %)
Ka secondary signal from lateral distance < 1 um: 46.5 %
Ka secondary signal from lateral distance < 10 um: 93.7 %
Ka secondary signal from lateral distance < 50 um: 100.0 %
Apparent Fe mass fraction if ignored: 22.69 %
Fe coefficient at Ni Ka +10 %: relative change of R 8.08 %
Scatter inputs at E0: film 1.2, Si 0.6 of 6.5 cm2/g
Scatter input at Ni Ka: Si 1.3 of 78.0 cm2/g
Film scatter / primary Fe signal: 0.22 %
Substrate scatter / primary Fe signal: 2.88 %
Ni Ka returned by substrate / Ka enhancement: 0.36 %
Photoelectron / primary Fe ionisation: 0.18 %
Largest relative error of closed form against quadrature: 7.7e-13
```
